# Image-charge lowering of an oxide barrier between two metal plates: a numerical check

```python
"""Image-charge lowering for an electron midway between two metal plates.

Result under test: U = -e^2 ln(2) / (4 pi eps0 eps_r d), where
d is the plate separation, eps_r the relative permittivity of the oxide,
and U the energy relative to the electron in unbounded oxide.
Dimensionless tests use d = 1 and potentials in units q/(4 pi eps0 eps_r d).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq, minimize_scalar

LN2 = np.log(2.0)
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # e^2/(4 pi eps0), eV nm


def midpoint_energy(gap, eps_r):
    """Closed formula, eV, gap in nm."""
    return -coulomb * LN2 / (eps_r * gap)


def image_energy(x, gap, eps_r, terms=2000):
    """Image energy in eV at distance x (nm) from one plate."""
    x = np.atleast_1d(np.asarray(x, float))[:, None]
    nd = gap * np.arange(1, terms + 1)[None, :]
    series = (1 / (nd + x) + 1 / (nd - x) - 2 / nd).sum(axis=1)
    return -coulomb / (4 * eps_r) * (1 / x[:, 0] + series)


def induced_from_boundary(x):
    """Induced potential at a unit charge at x, plates at 0 and 1.

    For each lateral wave number k the two plate conditions are solved.
    """
    def integrand(k):
        matrix = np.array([[np.exp(-k), 1.0], [1.0, np.exp(-k)]])
        direct = np.array([np.exp(-k * x), np.exp(-k * (1 - x))])
        a, b = np.linalg.solve(matrix, -direct)
        return a * np.exp(-k * (1 - x)) + b * np.exp(-k * x)
    low = quad(integrand, 0, 5, epsabs=1e-10)[0]
    high = quad(integrand, 5, 100, epsabs=1e-10, limit=200)[0]
    return low + high


def potential_on_plate(orders, rho):
    """Potential at radius rho on the plate z = 1/2; charges (-1)^n at z = n."""
    orders = np.asarray(orders)
    signs = 1.0 - 2.0 * (orders % 2)
    return np.sum(signs / np.sqrt(rho**2 + (orders - 0.5)**2))


gap, eps_opt, eps_static = 2.0, 2.1, 3.9
lowering = -midpoint_energy(gap, eps_opt)
scale = coulomb / (eps_opt * gap)

# Boundary-value solution against the image formula, on and off centre
for fraction in (0.2, 0.35, 0.5, 0.7):
    from_boundary = 0.5 * scale * induced_from_boundary(fraction)
    from_images = image_energy(fraction * gap, gap, eps_opt)[0]
    assert abs(from_boundary - from_images) < 1e-6
exact_induced = induced_from_boundary(0.5)
assert abs(0.5 * scale * exact_induced + lowering) < 1e-7

# Symmetric truncation: one unpaired charge on the plate, bounded error
for count in (1, 2, 5, 20, 101):
    orders = np.arange(-count, count + 1)
    for rho in (0.0, 0.7, 4.0):
        leftover = (-1)**count / np.hypot(rho, count + 0.5)
        assert abs(potential_on_plate(orders, rho) - leftover) < 1e-11
    others = orders[orders != 0]
    truncated = np.sum((1.0 - 2.0 * (others % 2)) / np.abs(others))
    assert abs(truncated - exact_induced) <= 1 / (count + 0.5)

# Wrong order: two odd image orders for every even one
blocks = 20000
odd = np.arange(1, 4 * blocks, 2)
even = np.arange(2, 2 * blocks + 1, 2)
wrong_sum = np.sum(1 / odd) - np.sum(1 / even)
assert abs(wrong_sum - 1.5 * LN2) < 1e-4
wrong_set = np.concatenate(([0], odd, -odd, even, -even))
wrong_plate = potential_on_plate(wrong_set, 0.0)
assert abs(wrong_plate + LN2) < 1e-3

# Pull on one plate from its surface field must equal dU/dd (tests the half)
radius = np.linspace(0, 8, 1601)
m = np.arange(2001)
weights = (-1.0)**m
weights[-1] *= 0.5  # halved last term speeds the alternating sum
height = m + 0.5
field = np.array([2 * np.sum(weights * height / (r*r + height**2)**1.5)
                  for r in radius])
plate_force = 0.25 * simpson(field**2 * radius, x=radius)
step = 1e-3
slope = (midpoint_energy(gap + step, eps_opt)
         - midpoint_energy(gap - step, eps_opt)) / (2 * step)
force_ev_nm = plate_force * coulomb / (eps_opt * gap**2)
assert abs(force_ev_nm / slope - 1) < 1e-5

# Concave image energy with its maximum at the midpoint
grid = np.linspace(0.05, 0.95, 181) * gap
profile = image_energy(grid, gap, eps_opt)
assert np.all(np.diff(profile, 2) < 0)
assert abs(grid[np.argmax(profile)] - gap / 2) < 1e-9

# Sizes of neglected effects; material inputs are rough typical values
barrier, mass_ratio, phonon, plasmon = 3.2, 0.5, 0.15, 15.0
bias, breakdown, temperature, plane_shift = 1.0, 10.0, 300.0, 0.1
mass = mass_ratio * const.m_e
crossing = gap * 1e-9 * np.sqrt(mass / (2 * barrier * const.e)) * 1e15
hbar_ev_fs = const.hbar / const.e * 1e15
phonon_time, plasmon_time = hbar_ev_fs / phonon, hbar_ev_fs / plasmon
assert plasmon_time < crossing < phonon_time


def tilted(x):
    return barrier - bias * x / gap + image_energy(x, gap, eps_opt)[0]


top = minimize_scalar(lambda x: -tilted(x), bounds=(0.1, 1.9), method="bounded")
assert top.x < gap / 2
field_mv_cm = bias / gap * 10
turning = brentq(lambda x: barrier + image_energy(x, gap, eps_opt)[0],
                 0.005, gap / 2)
cells = 4000
centres = (np.arange(cells) + 0.5) * gap / cells
rounded = np.clip(barrier + image_energy(centres, gap, eps_opt), 0, None)
decay = 2 * np.sqrt(2 * mass * const.e) / const.hbar * 1e-9
exponent_flat = decay * np.sqrt(barrier) * gap
exponent_image = decay * np.sum(np.sqrt(rounded)) * gap / cells
thermal = const.k * temperature / const.e
boltzmann = np.exp(-(barrier - lowering) / thermal)
assert boltzmann < np.exp(-exponent_image)

print(f"Oxide thickness d: {gap:.1f} nm")
print(f"Optical relative permittivity: {eps_opt:.1f}")
print(f"e^2/(4 pi eps0): {coulomb:.4f} eV nm")
print(f"e^2/(4 pi eps0 eps_r d): {scale:.4f} eV")
print(f"ln 2: {LN2:.4f}")
for count in (1, 2, 3, 4, 10, 100):
    n = np.arange(1, count + 1)
    partial = np.sum((-1.0)**(n + 1) / n)
    print(f"Lowering, {count} image pairs: {scale * partial:.4f} eV")
print(f"Lowering, full series: {lowering:.4f} eV")
print(f"Lowering from boundary solution: {-0.5*scale*exact_induced:.4f} eV")
print(f"Lowering in joules: {lowering * const.e:.3e} J")
print(f"Wrong value if the half is omitted: {2 * lowering:.4f} eV")
print(f"Wrong value, two odd per even order: {scale * wrong_sum:.4f} eV")
print(f"Plate potential in that order, units q/(4 pi eps d): {wrong_plate:.4f}")
print(f"Plate pull from surface field: {force_ev_nm:.4f} eV/nm")
print(f"Slope dU/dd from formula: {slope:.4f} eV/nm")
print(f"Rough bare barrier: {barrier:.1f} eV")
print(f"Barrier top after lowering: {barrier - lowering:.2f} eV")
print(f"Rough static relative permittivity: {eps_static:.1f}")
print(f"Lowering with static value: {-midpoint_energy(gap, eps_static):.3f} eV")
print(f"Rough tunnelling mass: {mass_ratio:.1f} electron masses")
print(f"Semiclassical crossing time: {crossing:.2f} fs")
print(f"Rough phonon energy: {phonon:.2f} eV")
print(f"Phonon response time hbar/energy: {phonon_time:.1f} fs")
print(f"Rough metal plasmon energy: {plasmon:.0f} eV")
print(f"Plasmon response time hbar/energy: {plasmon_time:.3f} fs")
print(f"Image-plane shift assumed at each plate: {plane_shift:.1f} nm")
for sign, word in ((1, "outward"), (-1, "inward")):
    shifted = -midpoint_energy(gap + 2 * sign * plane_shift, eps_opt)
    print(f"Lowering, both image planes {word}: {shifted:.3f} eV")
print(f"Bias for comparison: {bias:.1f} V")
print(f"Oxide field at that bias: {field_mv_cm:.1f} MV/cm")
print(f"Rough breakdown field: {breakdown:.0f} MV/cm")
print(f"Barrier-top position at that bias: {top.x:.2f} nm from cathode")
print(f"Barrier-top height at that bias: {-top.fun:.2f} eV")
print(f"Zero-bias turning point at Fermi level: {turning:.3f} nm from plate")
print(f"Tunnelling exponent, flat barrier: {exponent_flat:.2f}")
print(f"Tunnelling exponent, with image energy: {exponent_image:.2f}")
print(f"Tunnelling factor, with image energy: {np.exp(-exponent_image):.1e}")
print(f"Gain in tunnelling: {np.exp(exponent_flat - exponent_image):.0f} times")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {thermal:.4f} eV")
print(f"Boltzmann factor at barrier top: {boltzmann:.1e}")
print("all good")
```

It prints:

```
Oxide thickness d: 2.0 nm
Optical relative permittivity: 2.1
e^2/(4 pi eps0): 1.4400 eV nm
e^2/(4 pi eps0 eps_r d): 0.3428 eV
ln 2: 0.6931
Lowering, 1 image pairs: 0.3428 eV
Lowering, 2 image pairs: 0.1714 eV
Lowering, 3 image pairs: 0.2857 eV
Lowering, 4 image pairs: 0.2000 eV
Lowering, 10 image pairs: 0.2214 eV
Lowering, 100 image pairs: 0.2359 eV
Lowering, full series: 0.2376 eV
Lowering from boundary solution: 0.2376 eV
Lowering in joules: 3.807e-20 J
Wrong value if the half is omitted: 0.4753 eV
Wrong value, two odd per even order: 0.3565 eV
Plate potential in that order, units q/(4 pi eps d): -0.6931
Plate pull from surface field: 0.1188 eV/nm
Slope dU/dd from formula: 0.1188 eV/nm
Rough bare barrier: 3.2 eV
Barrier top after lowering: 2.96 eV
Rough static relative permittivity: 3.9
Lowering with static value: 0.128 eV
Rough tunnelling mass: 0.5 electron masses
Semiclassical crossing time: 1.33 fs
Rough phonon energy: 0.15 eV
Phonon response time hbar/energy: 4.4 fs
Rough metal plasmon energy: 15 eV
Plasmon response time hbar/energy: 0.044 fs
Image-plane shift assumed at each plate: 0.1 nm
Lowering, both image planes outward: 0.216 eV
Lowering, both image planes inward: 0.264 eV
Bias for comparison: 1.0 V
Oxide field at that bias: 5.0 MV/cm
Rough breakdown field: 10 MV/cm
Barrier-top position at that bias: 0.55 nm from cathode
Barrier-top height at that bias: 2.60 eV
Zero-bias turning point at Fermi level: 0.054 nm from plate
Tunnelling exponent, flat barrier: 25.92
Tunnelling exponent, with image energy: 22.16
Tunnelling factor, with image energy: 2.4e-10
Gain in tunnelling: 43 times
Temperature: 300 K
Thermal energy kT: 0.0259 eV
Boltzmann factor at barrier top: 1.7e-50
all good
```
